# Barrier Differences and Selectivity in Methyl Removal from Porous Low-k Films: a numerical check

```python
"""
Result under test: two methyl-removal pathways with equal prefactors and
barriers differing by dE have rate constants in the ratio exp(dE/kT), about
2300 for 0.2 eV at 300 K. This is the branching ratio on one methyl group;
the damage ratio of two separate films also depends on dose and transport.

Symbols: kT thermal energy (eV); barrier_fast, barrier_slow (eV);
orientation = fraction of energetic hits that react; p_fast, p_slow =
reaction probability per wall hit; recomb = recombination probability per hit;
pore = pore diameter (nm); film = film thickness (nm).
Film A has the fast pathway open, film B only the slow pathway.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp

k_ev = sc.k / sc.e
temperature = 300.0
kT = k_ev * temperature
barrier_fast, barrier_slow = 0.10, 0.30
gap = barrier_slow - barrier_fast
orientation = 0.01
recomb = 1e-4
pore, film = 2.0, 200.0
ratio = np.exp(gap / kT)
p_fast = orientation * np.exp(-barrier_fast / kT)
p_slow = orientation * np.exp(-barrier_slow / kT)


# Fraction of wall hits above a barrier, from the speed distribution.
# Speed is in units of sqrt(kT/m), so energy/kT = speed**2 / 2.
def flux_weight(speed):
    return speed * np.exp(-speed**2 / 2)


def hit_fraction(barrier):
    threshold = np.sqrt(2 * barrier / kT)
    above = quad(flux_weight, threshold, threshold + 12, epsabs=0)[0]
    return above / quad(flux_weight, 0, 12, epsabs=0)[0]


for barrier in (barrier_fast, barrier_slow):
    assert abs(hit_fraction(barrier) / np.exp(-barrier / kT) - 1) < 1e-6
counted_ratio = hit_fraction(barrier_fast) / hit_fraction(barrier_slow)
assert abs(counted_ratio / ratio - 1) < 1e-6
assert abs(counted_ratio / 2300 - 1) < 0.01


# One classical vibration may add its energy to the normal motion.
def vibration_formula(barrier):
    return (1 + barrier / kT) * np.exp(-barrier / kT)


def vibration_counted(barrier):
    threshold = np.sqrt(2 * barrier / kT)

    def integrand(speed):
        missing = max(2 * barrier / kT - speed**2, 0.0)
        radius = np.sqrt(missing)  # radius in scaled position-momentum plane
        supply = quad(flux_weight, radius, radius + 12, epsabs=0)[0]
        return flux_weight(speed) * supply

    low = quad(integrand, 0, threshold, epsabs=0)[0]
    high = quad(integrand, threshold, threshold + 12, epsabs=0)[0]
    return low + high


for barrier in (barrier_fast, barrier_slow):
    assert abs(vibration_counted(barrier) / vibration_formula(barrier) - 1) < 1e-5
ratio_vibration = vibration_formula(barrier_fast) / vibration_formula(barrier_slow)

# Hit rate on one methyl at the pore mouth.
density = 1e14 * 1e6
mass = 15.999 * sc.atomic_mass
mean_speed = np.sqrt(8 * sc.k * temperature / (np.pi * mass))
flux = density * mean_speed / 4
methyl_area = 0.25e-18
hit_rate = flux * methyl_area
rate_fast, rate_slow = p_fast * hit_rate, p_slow * hit_rate


def removed(rate, time):
    return -np.expm1(-rate * time)


# Competing pathways on the same methyl under a fluctuating radical flux.
def modulation(time):
    return 1 + 0.8 * np.sin(3 * time)


def kinetics(time, state):
    methyl = state[0]
    fast = rate_fast * modulation(time) * methyl
    slow = rate_slow * modulation(time) * methyl
    return [-fast - slow, fast, slow]


end_time = 4.0
state = solve_ivp(kinetics, (0, end_time), [1.0, 0.0, 0.0],
                  method="DOP853", rtol=1e-10, atol=1e-14).y[:, -1]
effective_time = quad(modulation, 0, end_time)[0]
assert abs(state[1] / state[2] / ratio - 1) < 1e-5
assert abs(1 - state[0] - removed(rate_fast + rate_slow, effective_time)) < 1e-7

# Mean square axial flight for cosine-law emission inside a cylinder.
# alpha: angle to the pore axis; beta: angle to the wall normal in cross-section.
axial_part = quad(lambda alpha: np.cos(alpha)**2, 0, np.pi)[0]
radial_part = quad(lambda beta: np.cos(beta)**3, -np.pi / 2, np.pi / 2)[0]
mean_square_step = pore**2 * axial_part * radial_part / np.pi
assert abs(mean_square_step / (2 * pore**2 / 3) - 1) < 1e-9


def depth(loss):
    return pore / np.sqrt(3 * loss)


def mean_density(loss):
    scaled = film / depth(loss)
    return np.tanh(scaled) / scaled


# Reversed radical paths: the chance to reach the mouth from a random wall
# point equals the mean radical density relative to the mouth.
rng = np.random.default_rng(7)


def escape_fraction(loss, walkers=8000):
    z = film * rng.random(walkers)
    hits_left = rng.geometric(loss, walkers)
    escaped = 0
    while z.size:
        cos_squared = rng.random(z.size)
        azimuth = 2 * np.pi * rng.random(z.size)
        along = np.sqrt(1 - cos_squared) * np.sin(azimuth)
        z = z + pore * np.sqrt(cos_squared) * along / (1 - along**2)
        z = film - np.abs(film - z)  # closed bottom reflects
        escaped += np.count_nonzero(z <= 0)
        hits_left = hits_left - 1
        keep = (z > 0) & (hits_left > 0)
        z, hits_left = z[keep], hits_left[keep]
    return escaped / walkers


loss_a, loss_b = p_fast + recomb, p_slow + recomb
walk_a, walk_b = escape_fraction(loss_a), escape_fraction(loss_b)
# Tolerance: sampling error near 0.006 plus mouth corrections of order pore/depth.
assert abs(walk_a - mean_density(loss_a)) < 0.03
assert abs(walk_b - mean_density(loss_b)) < 0.03
ratio_film = ratio * mean_density(loss_a) / mean_density(loss_b)


# Tunnelling through barrier*sech(x/a)**2; quantum = hbar times the magnitude
# of the imaginary angular frequency at the barrier top.
def transmission(energy, barrier, quantum):
    wave = 2 * np.sqrt(energy * barrier) / quantum
    top = np.sinh(np.pi * wave)**2
    block = np.cosh(np.pi / 2 * np.sqrt(16 * (barrier / quantum)**2 - 1))**2
    return top / (top + block)


def transmission_direct(energy, barrier, quantum):
    wave = 2 * np.sqrt(energy * barrier) / quantum
    strength = 4 * (barrier / quantum)**2
    edge = 12.0
    start = np.exp(1j * wave * edge)

    def schrodinger(x, y):
        return [y[1], (strength / np.cosh(x)**2 - wave**2) * y[0]]

    y = solve_ivp(schrodinger, (edge, -edge),
                  np.array([start, 1j * wave * start], dtype=complex),
                  method="DOP853", rtol=1e-9, atol=1e-11).y[:, -1]
    incident = (y[0] + y[1] / (1j * wave)) / 2
    return 1 / abs(incident)**2


def tunnelling_factor(barrier, quantum):
    def integrand(energy):
        boltzmann = np.exp((barrier - energy) / kT)
        return transmission(energy, barrier, quantum) * boltzmann / kT

    below = quad(integrand, 0, barrier, epsabs=1e-10, limit=200)[0]
    above = quad(integrand, barrier, barrier + 40 * kT, epsabs=1e-10, limit=200)[0]
    return below + above


wavenumber_ev = sc.h * sc.c * 100 / sc.e
wave_slow, wave_fast = 1000.0, 400.0
quantum_slow = wave_slow * wavenumber_ev
quantum_fast = wave_fast * wavenumber_ev
for barrier, quantum in ((barrier_slow, quantum_slow), (barrier_fast, quantum_fast)):
    direct = transmission_direct(0.8 * barrier, barrier, quantum)
    assert abs(direct / transmission(0.8 * barrier, barrier, quantum) - 1) < 1e-4
tunnel_slow = tunnelling_factor(barrier_slow, quantum_slow)
tunnel_fast = tunnelling_factor(barrier_fast, quantum_fast)

athermal = 1e-7
ratio_athermal = (p_fast + athermal) / (p_slow + athermal)
pressure_torr = 0.1
gas_density = pressure_torr * sc.torr / (sc.k * temperature)
cross_section = 4e-19
free_path = 1 / (np.sqrt(2) * gas_density * cross_section)

print(f"temperature: {temperature:.0f} K; kT: {kT:.5f} eV")
print(f"barriers fast, slow: {barrier_fast:.2f}, {barrier_slow:.2f} eV")
print(f"barrier difference: {gap:.2f} eV = {gap / kT:.3f} kT")
print(f"rate-constant ratio, equal prefactors: {ratio:.0f}")
print(f"ratio from counted energetic hits: {counted_ratio:.0f}")
print(f"energetic hit fractions fast, slow: {hit_fraction(barrier_fast):.4e}, "
      f"{hit_fraction(barrier_slow):.4e}")
print(f"orientation factor: {orientation:.2f}")
print(f"reaction probability per hit fast, slow: {p_fast:.3e}, {p_slow:.3e}")
print(f"slow share of removals on one methyl: {100 / (1 + ratio):.4f} %")
print(f"product ratio under fluctuating flux: {state[1] / state[2]:.0f}")
print(f"O density: {density / 1e6:.1e} cm^-3; mean speed: {mean_speed:.0f} m/s")
print(f"O flux: {flux / 1e4:.3e} cm^-2 s^-1")
print(f"area per methyl: {methyl_area * 1e18:.2f} nm^2; hits: {hit_rate:.0f} s^-1")
print(f"removal time at mouth, film A: {1 / rate_fast:.3f} s")
print(f"removal time at mouth, film B: {1 / rate_slow:.0f} s")
for time in (0.01, 60.0):
    part_a, part_b = removed(rate_fast, time), removed(rate_slow, time)
    print(f"removed at mouth after {time:g} s, A and B: {part_a:.4g}, "
          f"{part_b:.4g}; ratio {part_a / part_b:.1f}")
print(f"pore diameter: {pore:.1f} nm; film thickness: {film:.0f} nm")
print(f"wall recombination per hit: {recomb:.1e}")
print(f"mean square axial flight: {mean_square_step:.4f} nm^2")
print(f"penetration depth A, B: {depth(loss_a):.1f}, {depth(loss_b):.1f} nm")
print(f"mean relative O density, formula A, B: {mean_density(loss_a):.3f}, "
      f"{mean_density(loss_b):.3f}")
print(f"mean relative O density, random walk A, B: {walk_a:.3f}, {walk_b:.3f}")
print(f"initial film-averaged removal ratio: {ratio_film:.0f}")
for other in (250, 400, 523):
    print(f"rate-constant ratio at {other} K: {np.exp(gap / (k_ev * other)):.1f}")
print(f"temperature where ratio is 10: {gap / (k_ev * np.log(10)):.0f} K")
print(f"factor from 0.05 eV barrier error: {np.exp(0.05 / kT):.2f}")
print(f"ratio for barrier differences 0.15, 0.25 eV: {np.exp(0.15 / kT):.0f}, "
      f"{np.exp(0.25 / kT):.0f}")
print(f"vibration prefactors fast, slow: {1 + barrier_fast / kT:.2f}, "
      f"{1 + barrier_slow / kT:.2f}")
print(f"ratio if one vibration supplies energy: {ratio_vibration:.0f}")
print(f"barrier wavenumbers fast, slow: {wave_fast:.0f}, {wave_slow:.0f} cm^-1")
print(f"tunnelling factors fast, slow: {tunnel_fast:.2f}, {tunnel_slow:.2f}")
print(f"ratio with tunnelling: {ratio * tunnel_fast / tunnel_slow:.0f}")
print(f"athermal removal per hit: {athermal:.1e}; ratio then: {ratio_athermal:.0f}")
print(f"gas pressure: {pressure_torr:.1f} Torr; O fraction: "
      f"{100 * density / gas_density:.1f} %")
print(f"collision cross-section: {cross_section * 1e18:.2f} nm^2; "
      f"gas mean free path: {free_path * 1e3:.2f} mm")
print("done: every assertion held")
```

It prints:

```
temperature: 300 K; kT: 0.02585 eV
barriers fast, slow: 0.10, 0.30 eV
barrier difference: 0.20 eV = 7.736 kT
rate-constant ratio, equal prefactors: 2290
ratio from counted energetic hits: 2290
energetic hit fractions fast, slow: 2.0897e-02, 9.1248e-06
orientation factor: 0.01
reaction probability per hit fast, slow: 2.090e-04, 9.125e-08
slow share of removals on one methyl: 0.0436 %
product ratio under fluctuating flux: 2290
O density: 1.0e+14 cm^-3; mean speed: 630 m/s
O flux: 1.575e+18 cm^-2 s^-1
area per methyl: 0.25 nm^2; hits: 3938 s^-1
removal time at mouth, film A: 1.215 s
removal time at mouth, film B: 2783 s
removed at mouth after 0.01 s, A and B: 0.008195, 3.593e-06; ratio 2280.7
removed at mouth after 60 s, A and B: 1, 0.02133; ratio 46.9
pore diameter: 2.0 nm; film thickness: 200 nm
wall recombination per hit: 1.0e-04
mean square axial flight: 2.6667 nm^2
penetration depth A, B: 65.7, 115.4 nm
mean relative O density, formula A, B: 0.327, 0.542
mean relative O density, random walk A, B: 0.317, 0.521
initial film-averaged removal ratio: 1381
rate-constant ratio at 250 K: 10760.3
rate-constant ratio at 400 K: 331.0
rate-constant ratio at 523 K: 84.6
temperature where ratio is 10: 1008 K
factor from 0.05 eV barrier error: 6.92
ratio for barrier differences 0.15, 0.25 eV: 331, 15842
vibration prefactors fast, slow: 4.87, 12.60
ratio if one vibration supplies energy: 884
barrier wavenumbers fast, slow: 400, 1000 cm^-1
tunnelling factors fast, slow: 1.20, 2.91
ratio with tunnelling: 949
athermal removal per hit: 1.0e-07; ratio then: 1093
gas pressure: 0.1 Torr; O fraction: 3.1 %
collision cross-section: 0.40 nm^2; gas mean free path: 0.55 mm
done: every assertion held
```
